# Defects Competing for One Sublattice: Shared Saturation and Its Dilute Limit: verification in Python

```python
"""Competing defects on one sublattice.
Result under test: c_i = x_i/(1+X), x_i = g_i exp(-E_i/kT), X = sum x_i.
c_i: fraction of sites with defect i; c_0: fraction with the host atom;
g_i: internal degeneracy; E_i = E_i0 + q_i E_F: formation energy at the
actual atomic chemical potentials; q_i: charge; E_F: Fermi level measured
from the valence-band edge. Defects are ideal, apart from the common E_F.
Energies are in eV and lengths in nm inside the program.
"""
from itertools import product
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize
from scipy.special import expit

K_B = const.k / const.e
H2_2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)


def shared(x):
    return x / (1 + x.sum())


def lattice_average(x, pair, n_sites):
    """Sum over every configuration of a ring; state 0 is the host.
    pair holds neighbour energies divided by kT."""
    states = np.array(list(product(range(len(x) + 1), repeat=n_sites)))
    log_weight = np.log(np.r_[1.0, x])[states].sum(axis=1)
    log_weight -= pair[states, np.roll(states, 1, axis=1)].sum(axis=1)
    weight = np.exp(log_weight)
    weight /= weight.sum()
    return np.array([weight @ (states == s).mean(axis=1)
                     for s in range(len(x) + 1)])


def mixing(c):
    """Minus the configurational entropy per site, divided by k."""
    host = 1 - c.sum()
    return np.sum(c * np.log(c)) + host * np.log(host)


def find_minimum(function, start):
    options = dict(xatol=1e-9, fatol=1e-15, maxiter=4000, maxfev=4000)
    first = minimize(function, start, method="Nelder-Mead", options=options)
    return minimize(function, first.x, method="Nelder-Mead", options=options)


def hole_gas(mu, kt, mass, alpha=0.0):
    """Density (nm^-3) and parabolic-band pressure (eV nm^-3).
    mu: hole chemical potential; alpha: nonparabolicity (1/eV)."""
    t = 4.5 * (NODES + 1)
    energy = kt * t**2
    step = 4.5 * WEIGHTS * 2 * kt * t
    prefactor = (mass / H2_2M)**1.5 / (2 * np.pi**2)
    dos = prefactor * np.sqrt(energy * (1 + alpha * energy))
    dos = dos * (1 + 2 * alpha * energy)
    filled = dos * expit((mu - energy) / kt) * step
    return filled.sum(), 2 / 3 * (filled @ energy)


# Ideal lattice: exhaustive sum and direct minimisation, far from dilute.
energy_kt = np.array([0.3, 1.1, -0.4])
degeneracy = np.array([2.0, 1.0, 3.0])
x_test = degeneracy * np.exp(-energy_kt)
counted = lattice_average(x_test, np.zeros((4, 4)), 6)
assert np.allclose(counted[1:], shared(x_test), rtol=1e-10)
assert np.allclose(x_test / counted[1:] - 1, x_test.sum(), rtol=1e-10)
assert np.sum(x_test / (1 + x_test)) > 1 > counted[1:].sum()


def ideal_potential(y):
    c = shared(np.exp(y))
    return c @ (energy_kt - np.log(degeneracy)) + mixing(c)


best = find_minimum(ideal_potential, np.array([-1.0, -0.5, -1.5]))
assert np.allclose(shared(np.exp(best.x)), counted[1:], rtol=1e-5)
assert abs(best.fun - np.log(counted[0])) < 1e-9

# Convexity, on random pairs of compositions.
rng = np.random.default_rng(4)
for _ in range(200):
    a, b = rng.dirichlet(np.ones(4), size=2)[:, 1:]
    assert mixing((a + b) / 2) < (mixing(a) + mixing(b)) / 2

# Free number of sites: one host atom, v vacancies and d substituents.
site_cost = np.array([2.0, 1.5])


def growing_crystal(y):
    n = np.exp(y)
    total = 1 + n.sum()
    return n @ site_cost + n @ np.log(n) - total * np.log(total)


grown = np.exp(find_minimum(growing_crystal, np.array([-1.0, -2.0])).x)
grown_fraction = grown / (1 + grown.sum())
assert np.allclose(grown_fraction, np.exp(-site_cost), rtol=1e-5)
grown_host = 1 - grown_fraction.sum()
x_actual = np.exp(-(site_cost + np.log(grown_host)))
assert np.allclose(grown_fraction, shared(x_actual), rtol=1e-5)

# First-order effect of neighbour interactions, on a dilute ring.
x_small = np.array([1e-4, 2e-4])
pair_test = np.array([[0, 0, 0], [0, 1.0, -1.0], [0, -1.0, 0.5]])
ring = lattice_average(x_small, pair_test, 8)
shift_exact = np.log(ring[1:] / (ring[0] * x_small))
shift_first = 2 * (np.exp(-pair_test[1:, 1:]) - 1) @ ring[1:]
assert np.allclose(shift_exact, shift_first, rtol=0.01)

# Worked example: vacancy, donor, neutral isovalent substituent.
temperature = 600.0
kt = K_B * temperature
lattice = 0.63
site_density = 4 / lattice**3
mass = 1.0
gap = 0.20
charge = np.array([-2.0, 1.0, 0.0])
energy0 = np.array([-0.10, 0.40, 0.10])
names = ["vacancy", "donor", "isovalent"]

# Hole gas against its closed forms and a thermodynamic identity.
thermal = 2 * (const.m_e * const.k * temperature
               / (2 * np.pi * const.hbar**2))**1.5 * 1e-27
closed = -float(mp.re(mp.polylog(1.5, -mp.e))) * thermal
closed_p = -float(mp.re(mp.polylog(2.5, -mp.e))) * thermal * kt
assert np.allclose(hole_gas(kt, kt, 1.0), [closed, closed_p], rtol=1e-7)
slope = (hole_gas(0.1501, kt, mass)[1]
         - hole_gas(0.1499, kt, mass)[1]) / 2e-4
assert abs(slope / hole_gas(0.15, kt, mass)[0] - 1) < 1e-5


def boltzmann(fermi):
    return np.exp(-(energy0 + charge * fermi) / kt)


def neutral_level(law, alpha=0.0):
    def net_charge(fermi):
        holes = hole_gas(-fermi, kt, mass, alpha)[0] / site_density
        return holes + charge @ law(boltzmann(fermi))
    return brentq(net_charge, -1.0, 0.2, xtol=1e-13)


fermi = neutral_level(shared)
x = boltzmann(fermi)
c = shared(x)
host = 1 - c.sum()
holes, pressure = hole_gas(-fermi, kt, mass)


# Same state from the total free energy with neutrality imposed.
def total_free_energy(y):
    fractions = shared(np.exp(y))
    hole_fraction = -charge @ fractions
    if not 1e-6 < hole_fraction < 0.25:
        return 1.0
    density = hole_fraction * site_density
    mu = brentq(lambda m: hole_gas(m, kt, mass)[0] - density,
                -0.5, 1.5, xtol=1e-13)
    gas = mu * density - hole_gas(mu, kt, mass)[1]
    return fractions @ energy0 + kt * mixing(fractions) + gas / site_density


start = np.array([0.03, 0.02, 0.10])
total = find_minimum(total_free_energy, np.log(start / (1 - start.sum())))
assert np.allclose(shared(np.exp(total.x)), c, rtol=1e-4)
assert abs(total.fun - (kt * np.log(host) - pressure / site_density)) < 1e-8

# Boltzmann law with its own self-consistent Fermi level.
fermi_b = neutral_level(lambda z: z)
c_b = boltzmann(fermi_b)
holes_b = hole_gas(-fermi_b, kt, mass)[0]
excess = c_b / c - 1
assert fermi_b < fermi
assert excess[0] < x.sum() < excess[1]
assert abs(excess[2] - x.sum()) < 1e-9

# Neglected effects, for the numbers of the example.
fermi_np = neutral_level(shared, alpha=1 / gap)
c_np = shared(boltzmann(fermi_np))
holes_np = hole_gas(-fermi_np, kt, mass, 1 / gap)[0]
electrons = hole_gas(fermi - gap, kt, mass)[0]
distance = lattice / np.sqrt(2)
kt_room = K_B * 300.0
fermi_room = -brentq(lambda m: hole_gas(m, kt_room, mass)[0] - holes,
                     -0.5, 1.0)

print(f"Temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
print(f"Lattice constant (rough): {lattice:.2f} nm")
print(f"Cation site density: {site_density * 1e21:.3e} cm^-3")
print(f"Hole and electron DOS mass (rough): {mass:.1f} m_e")
print(f"Band gap (rough): {gap:.2f} eV")
for i, name in enumerate(names):
    print(f"{name}: charge {charge[i]:+.0f} e, E_i0 {energy0[i]:+.2f} eV")
print("All example degeneracies g_i: 1")
print(f"Fermi level, shared law: {fermi:.4f} eV")
for i, name in enumerate(names):
    print(f"{name}: E_i {energy0[i] + charge[i] * fermi:.4f} eV")
    print(f"  at this E_F: x_i {x[i]:.5f}, shared c_i {c[i]:.5f}")
print(f"X: {x.sum():.5f}; theta: {c.sum():.5f}; host: {host:.5f}")
print(f"Vacancy, separate denominator: {x[0] / (1 + x[0]):.5f}")
print(f"Vacancy density: {c[0] * site_density * 1e21:.3e} cm^-3")
print(f"Donor density: {c[1] * site_density * 1e21:.3e} cm^-3")
print(f"Hole density: {holes * 1e21:.3e} cm^-3")
print(f"Fermi level, Boltzmann law: {fermi_b:.4f} eV")
for i, name in enumerate(names):
    print(f"{name}, Boltzmann: {c_b[i]:.5f}, excess {100*excess[i]:.2f} %")
print(f"Hole density, Boltzmann: {holes_b * 1e21:.3e} cm^-3")
print(f"Host potential shift kT ln c_0: {kt * np.log(host):.5f} eV")
print(f"Hole pressure per site: {pressure / site_density:.5f} eV")
print("Uniform rise of all E_i at fixed E_F:")
for rise in (0.1, 0.2, 0.3):
    x_rise = x * np.exp(-rise / kt)
    print(f"  {rise:.1f} eV: Boltzmann excess {100 * x_rise.sum():.4f} %")
print(f"Nonparabolic band: E_F {fermi_np:.4f} eV")
print(f"  vacancy fraction {c_np[0]:.5f}, donor {c_np[1]:.5f}")
print(f"  hole density {holes_np * 1e21:.3e} cm^-3")
print(f"Minority electrons: {electrons * 1e21:.2e} cm^-3")
print(f"Nearest cation distance: {distance:.4f} nm; neighbours: 12")
for label, permittivity in (("static", 300.0), ("optical", 45.0)):
    unit = COULOMB / (permittivity * distance)
    w_vd, w_vv = charge[0] * charge[1] * unit, charge[0]**2 * unit
    attract = 12 * c[1] * np.expm1(-w_vd / kt)
    repel = 12 * c[0] * np.expm1(-w_vv / kt)
    print(f"Rough {label} relative permittivity: {permittivity:.0f}")
    print(f"  vacancy-donor {w_vd:.4f} eV = {w_vd / kt:.2f} kT")
    print(f"  vacancy-vacancy {w_vv:.4f} eV = {w_vv / kt:.2f} kT")
    print(f"  first-order ln shifts: {attract:+.3f}, {repel:+.3f}")
print(f"Frozen defects at 300 K: E_F {fermi_room:.4f} eV")
print(f"Free-site test: fractions {grown_fraction[0]:.5f}, "
      f"{grown_fraction[1]:.5f}")
print("PASS")
```

It prints:

```
Temperature: 600 K; kT: 0.05170 eV
Lattice constant (rough): 0.63 nm
Cation site density: 1.600e+22 cm^-3
Hole and electron DOS mass (rough): 1.0 m_e
Band gap (rough): 0.20 eV
vacancy: charge -2 e, E_i0 -0.10 eV
donor: charge +1 e, E_i0 +0.40 eV
isovalent: charge +0 e, E_i0 +0.10 eV
All example degeneracies g_i: 1
Fermi level, shared law: -0.1565 eV
vacancy: E_i 0.2129 eV
  at this E_F: x_i 0.01627, shared c_i 0.01391
donor: E_i 0.2435 eV
  at this E_F: x_i 0.00900, shared c_i 0.00770
isovalent: E_i 0.1000 eV
  at this E_F: x_i 0.14456, shared c_i 0.12357
X: 0.16983; theta: 0.14518; host: 0.85482
Vacancy, separate denominator: 0.01601
Vacancy density: 2.225e+20 cm^-3
Donor density: 1.231e+20 cm^-3
Hole density: 3.220e+20 cm^-3
Fermi level, Boltzmann law: -0.1587 eV
vacancy, Boltzmann: 0.01494, excess 7.39 %
donor, Boltzmann: 0.00940, excess 22.10 %
isovalent, Boltzmann: 0.14456, excess 16.98 %
Hole density, Boltzmann: 3.276e+20 cm^-3
Host potential shift kT ln c_0: -0.00811 eV
Hole pressure per site: 0.00181 eV
Uniform rise of all E_i at fixed E_F:
  0.1 eV: Boltzmann excess 2.4550 %
  0.2 eV: Boltzmann excess 0.3549 %
  0.3 eV: Boltzmann excess 0.0513 %
Nonparabolic band: E_F -0.1376 eV
  vacancy fraction 0.02852, donor 0.00527
  hole density 8.282e+20 cm^-3
Minority electrons: 7.19e+16 cm^-3
Nearest cation distance: 0.4455 nm; neighbours: 12
Rough static relative permittivity: 300
  vacancy-donor -0.0215 eV = -0.42 kT
  vacancy-vacancy 0.0431 eV = 0.83 kT
  first-order ln shifts: +0.048, -0.094
Rough optical relative permittivity: 45
  vacancy-donor -0.1437 eV = -2.78 kT
  vacancy-vacancy 0.2873 eV = 5.56 kT
  first-order ln shifts: +1.394, -0.166
Frozen defects at 300 K: E_F -0.1679 eV
Free-site test: fractions 0.13534, 0.22313
PASS
```
